# One fermion mode: antiperiodic and periodic coherent-state path integrals: test program

```python
"""
Result under test: for one fermion mode H = omega c^dag c, the coherent-state
path integral with N slices equals 1 - zeta*a**N, a = 1 - beta*omega/N.
zeta = -1 (antiperiodic) tends to Tr exp(-beta H) = 1 + exp(-beta omega);
zeta = +1 (periodic) tends to Tr (-1)^F exp(-beta H) = 1 - exp(-beta omega).
The latter is a graded trace; it becomes a beta-independent index only
together with a boson mode of the same frequency.

A Grassmann element is a dict {bitmask of generators: coefficient}, with the
generators of each monomial in ascending order. Generator 0 (ETA) represents
the fermion Fock space: |0> = 1, |1> = ETA, c^dag = multiplication by ETA,
c = left derivative by ETA. Generators 2k-1 and 2k are psibar_k and psi_k.
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants

ONE = {0: 1.0}
ETA = {1: 1.0}


def gen(i):
    return {1 << i: 1.0}


def add(x, y, scale=1.0):
    out = dict(x)
    for s, v in y.items():
        out[s] = out.get(s, 0.0) + scale * v
    return out


def mul(x, y):
    out = {}
    for s, u in x.items():
        for t, v in y.items():
            if s & t:
                continue
            swaps, r = 0, s >> 1
            while r:
                swaps += bin(r & t).count("1")
                r >>= 1
            out[s | t] = out.get(s | t, 0.0) + (-1) ** swaps * u * v
    return out


def deriv(i, x):
    """Left derivative, which is also the Berezin integral."""
    out = {}
    for s, v in x.items():
        if s >> i & 1:
            below = bin(s & ((1 << i) - 1)).count("1")
            out[s ^ (1 << i)] = (-1) ** below * v
    return out


def gexp(x):
    """Exponential of a nilpotent even element, by its terminating series."""
    total, term, n = dict(ONE), dict(ONE), 0
    while any(abs(v) > 0 for v in term.values()):
        n += 1
        term = add({}, mul(term, x), 1.0 / n)
        total = add(total, term)
    return total


def distance(x, y):
    return max([abs(v) for v in add(x, y, -1.0).values()] + [0.0])


def ket(label):
    return add(ONE, mul(label, ETA), -1.0)


def bra(bar, state):
    """<0| exp(-c psibar) |state>: keep the part without ETA."""
    full = add(state, deriv(0, mul(bar, state)), -1.0)
    return {s: v for s, v in full.items() if not s & 1}


def even_operator(p, q, state):
    """(p + q c^dag c) acting on a state."""
    return add(add({}, state, p), mul(ETA, deriv(0, state)), q)


def integrate_pair(k, x):
    """Integral d psibar_k d psi_k, inner integral first."""
    return deriv(2 * k - 1, deriv(2 * k, x))


def weight(k):
    return gexp(add({}, mul(gen(2 * k - 1), gen(2 * k)), -1.0))


def path_integral(n_slices, x, zeta):
    """Explicit Grassmann integral, kernels taken from Fock space."""
    integrand = dict(ONE)
    for k in range(1, n_slices + 1):
        previous = gen(2 * (k - 1)) if k > 1 else add({}, gen(2 * n_slices), zeta)
        evolved = even_operator(1.0, -x / n_slices, ket(previous))
        integrand = mul(integrand, weight(k))
        integrand = mul(integrand, bra(gen(2 * k - 1), evolved))
    for k in range(1, n_slices + 1):
        integrand = integrate_pair(k, integrand)
    return integrand.get(0, 0.0)


def action_matrix(n_slices, diagonal, hop, zeta):
    m = diagonal * np.eye(n_slices) - hop * np.eye(n_slices, k=-1)
    m[0, -1] -= zeta * hop
    return m


def determinant(n_slices, x, zeta):
    return np.linalg.det(action_matrix(n_slices, 1.0, 1 - x / n_slices, zeta))


# Model parameters in atomic units
omega, beta = 0.002, 600.0
x = beta * omega
kelvin = physical_constants["hartree-kelvin relationship"][0] / beta

# Coherent states: eigenvalue equation, overlap, resolution of unity
psibar, psi, other = gen(1), gen(2), gen(4)
assert distance(deriv(0, ket(psi)), mul(psi, ket(psi))) < 1e-14
assert distance(bra(psibar, ket(other)), gexp(mul(psibar, other))) < 1e-14
for state in (ONE, ETA):
    projected = mul(weight(1), mul(ket(psi), bra(psibar, state)))
    assert distance(integrate_pair(1, projected), state) < 1e-14

# Closure rule for a general even operator, against 2x2 matrix traces
c = np.array([[0.0, 1.0], [0.0, 0.0]])
number = c.T @ c
parity = np.diag([1.0, -1.0])
p, q = 0.7, -1.9
matrix_A = p * np.eye(2) + q * number
for zeta, grading in ((-1, np.eye(2)), (1, parity)):
    kernel = bra(psibar, even_operator(p, q, ket(add({}, psi, zeta))))
    value = integrate_pair(1, mul(weight(1), kernel)).get(0, 0.0)
    assert abs(value - np.trace(grading @ matrix_A)) < 1e-13

# One time slice is exactly an exponential
slice_kernel = bra(psibar, even_operator(1.0, -x / 4, ket(other)))
assert distance(slice_kernel, gexp(add({}, mul(psibar, other), 1 - x / 4))) < 1e-14

# Fock-space traces from the matrix exponential
boltzmann = expm(-beta * omega * number)
exact = {-1: np.trace(boltzmann), 1: np.trace(parity @ boltzmann)}
assert abs(exact[-1] - (1 + np.exp(-x))) < 1e-13
assert abs(exact[1] - (1 - np.exp(-x))) < 1e-13

# Full integral: Grassmann expansion, determinant and closed form agree
table = {}
for n in (1, 2, 3, 4):
    for zeta in (-1, 1):
        table[n, zeta] = path_integral(n, x, zeta)
        assert abs(table[n, zeta] - determinant(n, x, zeta)) < 1e-12
        assert abs(table[n, zeta] - (1 - zeta * (1 - x / n) ** n)) < 1e-12
for n in (10, 100, 1000):
    for zeta in (-1, 1):
        table[n, zeta] = determinant(n, x, zeta)
        assert abs(table[n, zeta] - (1 - zeta * (1 - x / n) ** n)) < 1e-10

# Leading error law; its own relative correction is of order 1/N
leading = np.exp(-x) * x**2 / (2 * 1000)
errors = {z: table[1000, z] - exact[z] for z in (-1, 1)}
for zeta in (-1, 1):
    assert abs(errors[zeta] / (zeta * leading) - 1) < 2e-3

# Eigenvalues of the action matrix and the periodic zero mode
n_modes = 4
hop = 1 - x / n_modes
smallest = {}
for zeta, shift in ((-1, 0.5), (1, 0.0)):
    found = np.linalg.eigvals(action_matrix(n_modes, 1.0, hop, zeta))
    theta = 2 * np.pi * (np.arange(n_modes) + shift) / n_modes
    predicted = 1 - hop * np.exp(-1j * theta)
    gaps = abs(found[:, None] - predicted[None, :])
    assert gaps.min(axis=0).max() < 1e-12 and gaps.min(axis=1).max() < 1e-12
    smallest[zeta] = abs(found).min()
assert abs(smallest[1] - x / n_modes) < 1e-12
free = {z: determinant(n_modes, 0.0, z) for z in (-1, 1)}
assert abs(free[1]) < 1e-12 and abs(free[-1] - 2) < 1e-12

# Equal-time placement of the energy term belongs to -omega c c^dag
shifted = expm(beta * omega * c @ c.T)
shifted_exact = {-1: np.trace(shifted), 1: np.trace(parity @ shifted)}
equal_time = {}
for zeta in (-1, 1):
    coarse, fine = [np.linalg.det(action_matrix(n, 1 + x / n, 1.0, zeta))
                    for n in (500, 1000)]
    equal_time[zeta] = fine
    assert abs(fine - ((1 + x / 1000) ** 1000 - zeta)) < 1e-9
    # extrapolation removes the 1/N error and leaves order 1/N**2
    assert abs(2 * fine - coarse - shifted_exact[zeta]) < 1e-4

# Boson partner: supercharge algebra below the cutoff, then the index
size = 120
b = np.diag(np.sqrt(np.arange(1.0, size)), 1)
Q = np.sqrt(omega) * np.kron(b, c.T)
H_pair = omega * (np.kron(b.T @ b, np.eye(2)) + np.kron(np.eye(size), number))
algebra_gap = (Q @ Q.T + Q.T @ Q - H_pair)[:, : 2 * (size - 1)]
assert abs(algebra_gap).max() < 1e-12
pair_sign = np.kron(np.ones(size), np.diag(parity))
single, paired = {}, {}
for b_value in (beta, beta / 4):
    single[b_value] = np.trace(parity @ expm(-b_value * omega * number))
    paired[b_value] = np.sum(pair_sign * np.exp(-b_value * np.diag(H_pair)))
    assert abs(paired[b_value] - 1) < 1e-12
assert abs(single[beta] - single[beta / 4]) > 0.1

print(f"mode energy omega = {omega:.4f} hartree")
print(f"inverse temperature beta = {beta:.1f} per hartree")
print(f"temperature = {kelvin:.2f} K")
print(f"beta*omega = {x:.4f} (dimensionless)")
print(f"exp(-beta*omega) = {np.exp(-x):.8f} (dimensionless)")
print("path integral, dimensionless: N, a, antiperiodic, periodic")
for n in (1, 2, 3, 4, 10, 100, 1000):
    print(f"  {n:5d} {1 - x / n:9.5f} {table[n, -1]:12.8f} {table[n, 1]:12.8f}")
print(f"Fock trace = {exact[-1]:.8f} (dimensionless)")
print(f"Fock graded trace = {exact[1]:.8f} (dimensionless)")
print(f"error at N=1000, antiperiodic = {errors[-1]:.6e} (dimensionless)")
print(f"error at N=1000, periodic = {errors[1]:.6e} (dimensionless)")
print(f"leading error size at N=1000 = {leading:.6e} (dimensionless)")
print(f"smallest |eigenvalue|, N=4, antiperiodic = {smallest[-1]:.6f}")
print(f"smallest |eigenvalue|, N=4, periodic = {smallest[1]:.6f}")
print(f"omega=0, N=4, antiperiodic determinant = {free[-1]:.6f}")
print(f"omega=0, N=4, periodic determinant = {abs(free[1]):.6f}")
print(f"equal-time placement, N=1000, antiperiodic = {equal_time[-1]:.6f}")
print(f"equal-time placement, N=1000, periodic = {equal_time[1]:.6f}")
print(f"trace for -omega c c^dag = {shifted_exact[-1]:.6f} (dimensionless)")
print(f"graded trace for -omega c c^dag = {shifted_exact[1]:.6f} (dimensionless)")
for b_value in (beta, beta / 4):
    print(f"beta = {b_value:.1f} per hartree: graded trace, fermion alone = "
          f"{single[b_value]:.8f}, with boson = {paired[b_value]:.8f}")
print("all assertions hold")
```

It prints:

```
mode energy omega = 0.0020 hartree
inverse temperature beta = 600.0 per hartree
temperature = 526.29 K
beta*omega = 1.2000 (dimensionless)
exp(-beta*omega) = 0.30119421 (dimensionless)
path integral, dimensionless: N, a, antiperiodic, periodic
      1  -0.20000   0.80000000   1.20000000
      2   0.40000   1.16000000   0.84000000
      3   0.60000   1.21600000   0.78400000
      4   0.70000   1.24010000   0.75990000
     10   0.88000   1.27850098   0.72149902
    100   0.98800   1.29901602   0.70098398
   1000   0.99880   1.30097726   0.69902274
Fock trace = 1.30119421 (dimensionless)
Fock graded trace = 0.69880579 (dimensionless)
error at N=1000, antiperiodic = -2.169553e-04 (dimensionless)
error at N=1000, periodic = 2.169553e-04 (dimensionless)
leading error size at N=1000 = 2.168598e-04 (dimensionless)
smallest |eigenvalue|, N=4, antiperiodic = 0.707142
smallest |eigenvalue|, N=4, periodic = 0.300000
omega=0, N=4, antiperiodic determinant = 2.000000
omega=0, N=4, periodic determinant = 0.000000
equal-time placement, N=1000, antiperiodic = 4.317729
equal-time placement, N=1000, periodic = 2.317729
trace for -omega c c^dag = 4.320117 (dimensionless)
graded trace for -omega c c^dag = 2.320117 (dimensionless)
beta = 600.0 per hartree: graded trace, fermion alone = 0.69880579, with boson = 1.00000000
beta = 150.0 per hartree: graded trace, fermion alone = 0.25918178, with boson = 1.00000000
all assertions hold
```
